# The inverse-volume Makov-Payne term from the second radial moment: a program that tests the result

```python
"""Finite-size electrostatic energy of a localized charge in a cubic cell.

Result under test (fixed density rho, cell side L, volume V = L^3,
uniform neutralizing background, zero mean potential):
  E_per - E_iso = -alpha q^2/(8 pi eps0 L) + (q Q - |p|^2)/(6 eps0 V) + O(L^-5)
q: total charge, p: dipole, Q: integral of rho r^2, alpha: Madelung constant.
Lengths in angstrom, charges in e, energies in eV.
COULOMB = e^2/(4 pi eps0) in eV angstrom, so e^2/(6 eps0) = 2 pi COULOMB/3.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import minimize_scalar
from scipy.special import erf, erfc
from pyscf import gto, scf

COULOMB = const.e / (4 * np.pi * const.epsilon_0) * 1e10
BOHR = const.physical_constants["Bohr radius"][0] * 1e10
THIRD = 2 * np.pi * COULOMB / 3


def integer_grid(limits):
    """All nonzero integer triples with |n_i| <= limits[i]."""
    axes = [np.arange(-m, m + 1) for m in limits]
    n = np.stack(np.meshgrid(*axes, indexing="ij"), -1).reshape(-1, 3)
    return n[np.any(n != 0, axis=1)]


def regular_kernel(point, lengths):
    """Periodic unit-charge potential minus 1/r, times 4 pi eps0 (Ewald)."""
    lengths = np.asarray(lengths, float)
    point = np.asarray(point, float)
    volume, omega = np.prod(lengths), 6 / lengths.min()
    limits = np.ceil(12 * lengths / lengths.min()).astype(int)
    g = 2 * np.pi * integer_grid(limits) / lengths
    g2 = np.sum(g**2, axis=1)
    recip = 4 * np.pi / volume * np.sum(
        np.cos(g @ point) * np.exp(-g2 / (4 * omega**2)) / g2)
    d = np.linalg.norm(point + integer_grid([2, 2, 2]) * lengths, axis=1)
    r = np.linalg.norm(point)
    home = erf(omega * r) / r if r > 0 else 2 * omega / np.sqrt(np.pi)
    return (recip + np.sum(erfc(omega * d) / d) - home
            - np.pi / (omega**2 * volume))


def smeared_coulomb(dist, width2):
    """erf(dist/width)/dist with its limits at zero distance or zero width."""
    with np.errstate(divide="ignore", invalid="ignore"):
        width = np.sqrt(width2)
        far = erf(np.maximum(dist, 1e-9) / width) / np.maximum(dist, 1e-9)
        return np.where(dist > 1e-9, far, 2 / (np.sqrt(np.pi) * width))


def energy_difference(charge, center, inv_exp, side):
    """E_per - E_iso for a sum of Gaussians exp(-r^2/inv_exp), by Ewald split.

    inv_exp = 0 is a point charge. No moment expansion is used here.
    """
    volume, omega = side**3, 6 / side
    g = 2 * np.pi * integer_grid([12, 12, 12]) / side
    g2 = np.sum(g**2, axis=1)
    rho = (np.exp(-1j * (g @ center.T) - np.outer(g2, inv_exp) / 4)) @ charge
    total = 2 * np.pi / volume * np.sum(
        np.abs(rho)**2 * np.exp(-g2 / (4 * omega**2)) / g2)
    cc = np.outer(charge, charge)
    w2 = inv_exp[:, None] + inv_exp[None, :]
    sep = center[:, None, :] - center[None, :, :]
    total -= 0.5 * np.sum(cc * smeared_coulomb(
        np.linalg.norm(sep, axis=2), w2 + 1 / omega**2))
    for shift in integer_grid([1, 1, 1]) * side:
        d = np.linalg.norm(sep + shift, axis=2)
        total += 0.5 * np.sum(cc * (smeared_coulomb(d, w2)
                                    - smeared_coulomb(d, w2 + 1 / omega**2)))
    total -= np.pi * charge.sum()**2 / (2 * omega**2 * volume)
    return COULOMB * total


def moments(charge, center, inv_exp):
    """Total charge, dipole vector and second radial moment."""
    second = np.sum(charge * (np.sum(center**2, axis=1) + 1.5 * inv_exp))
    return charge.sum(), charge @ center, second


def quartic_moment(charge, center):
    """Double integral of rho rho' h4(r-r'); h4 is harmonic, so centers suffice."""
    d = center[:, None, :] - center[None, :, :]
    h4 = np.sum(d**4, axis=2) - 0.6 * np.sum(d**2, axis=2)**2
    return charge @ h4 @ charge


# Kernel near the origin: Madelung constant, curvature, quartic coefficient
cube = [1.0, 1.0, 1.0]
alpha = -regular_kernel([0, 0, 0], cube)
r_small = 0.02
curvatures = []
for direction in ([1, 0, 0], [1, 1, 0], [1, 1, 1]):
    unit = np.array(direction) / np.linalg.norm(direction)
    curvatures.append((regular_kernel(r_small * unit, cube) + alpha) / r_small**2)
assert np.allclose(curvatures, 2 * np.pi / 3, rtol=5e-3)  # quartic part remains

tetra = [1.0, 1.0, 1.3]
base = regular_kernel([0, 0, 0], tetra)
tetra_x = (regular_kernel([r_small, 0, 0], tetra) - base) / r_small**2
tetra_z = (regular_kernel([0, 0, r_small], tetra) - base) / r_small**2
assert abs(2 * tetra_x + tetra_z - 2 * np.pi / 1.3) < 0.02
assert abs(tetra_x - tetra_z) > 0.1

sites = integer_grid([30, 30, 30]).astype(float)
dist = np.linalg.norm(sites, axis=1)
sites, dist = sites[dist <= 30], dist[dist <= 30]
cosine = sites[:, 0] / dist
c4 = 2.5 * np.sum((35 * cosine**4 - 30 * cosine**2 + 3) / 8 / dist**5)
r_mid = 0.05
c4_kernel = (regular_kernel([r_mid, 0, 0], cube)
             - regular_kernel(r_mid * np.ones(3) / np.sqrt(3), cube)) \
    / (2 / 3 * r_mid**4)
assert abs(c4_kernel / c4 - 1) < 0.02  # sixth-order harmonic remains

# Gaussian charge of standard deviation sigma: direct reciprocal sums
sigma, side_g = 1.0, 12.0
vol_g = side_g**3
g2 = np.sum((2 * np.pi * integer_grid([18, 18, 18]) / side_g)**2, axis=1)
second_g = 3 * sigma**2


def gaussian_difference(screen):
    """E_per - E_iso when the Coulomb kernel is multiplied by screen(k^2)."""
    periodic = 2 * np.pi / vol_g * np.sum(np.exp(-g2 * sigma**2) * screen(g2) / g2)
    isolated = quad(lambda k: np.exp(-(k * sigma)**2) * screen(k * k) / np.pi,
                    0, 12 / sigma, epsabs=1e-13, epsrel=1e-12, limit=200)[0]
    return COULOMB * (periodic - isolated)


gauss_sum = gaussian_difference(lambda k2: 1.0 + 0 * k2)
gauss_mad = -alpha * COULOMB / (2 * side_g)
gauss_third = THIRD * second_g / vol_g
assert abs(gauss_sum - gauss_mad - gauss_third) < 1e-8

shift_sum = COULOMB * (4 * np.pi / vol_g * np.sum(np.exp(-g2 * sigma**2 / 2) / g2)
                       - np.sqrt(2 / np.pi) / sigma)
shift_q = shift_sum + alpha * COULOMB / side_g  # part beyond the point charge
assert abs(shift_q - THIRD * second_g / vol_g) < 1e-8

# Medium with wavevector-dependent screening
eps_r, kappa = 12.0, 2.0
beta = (1 - 1 / eps_r) / kappa**2
med_sum = gaussian_difference(
    lambda k2: 1 / eps_r + (1 - 1 / eps_r) * k2 / (k2 + kappa**2))
med_mad = gauss_mad / eps_r
med_q = gauss_third / eps_r
med_disp = -2 * np.pi * COULOMB * beta / vol_g
assert abs(med_sum - med_mad - med_q - med_disp) < 1e-6

# Density with a dipole: the |p|^2 part must be present
dip = (np.array([2.0, -1.0]), np.array([[0.3, 0, 0.1], [-0.5, 0.4, 0]]),
       np.array([0.5, 0.8]))
side_d = 20.0
q_d, p_d, second_d = moments(*dip)
dip_l3 = energy_difference(*dip, side_d) + alpha * COULOMB * q_d**2 / (2 * side_d)
dip_formula = THIRD * (q_d * second_d - p_d @ p_d) / side_d**3
dip_no_p = THIRD * q_d * second_d / side_d**3
dip_l5 = COULOMB * c4 * quartic_moment(*dip[:2]) / (2 * side_d**5)
assert abs(dip_l3 - dip_formula - dip_l5) < 1e-3 * abs(dip_formula)
assert abs(dip_l3 - dip_no_p) > 0.05 * abs(dip_formula)


# H3+ at RHF/6-31G: equilateral triangle centred at the origin
def run_h3(triangle_side):
    angles = 2 * np.pi * np.arange(3) / 3
    xyz = triangle_side / np.sqrt(3) * np.column_stack(
        [np.cos(angles), np.sin(angles), 0 * angles])
    mol = gto.M(atom=[["H", tuple(x)] for x in xyz], unit="Bohr",
                basis="6-31g", charge=1, spin=0, verbose=0)
    mf = scf.RHF(mol)
    mf.conv_tol = 1e-12
    mf.kernel()
    assert mf.converged
    return mol, mf


best = minimize_scalar(lambda s: run_h3(s)[1].e_tot, bounds=(1.3, 2.2),
                       method="bounded", options={"xatol": 1e-5})
mol, mf = run_h3(best.x)
dm = mf.make_rdm1()
assert mol.nao == mol.nbas  # s shells only, one function per shell

exps, cents, coefs, owner = [], [], [], []
for shell in range(mol.nbas):
    for a, c in zip(mol.bas_exp(shell), mol.bas_ctr_coeff(shell)[:, 0]):
        exps.append(a)
        cents.append(mol.bas_coord(shell))
        coefs.append(c * (2 * a / np.pi)**0.75)
        owner.append(shell)
exps, cents, coefs = np.array(exps), np.array(cents), np.array(coefs)
psum = exps[:, None] + exps[None, :]
d2 = np.sum((cents[:, None] - cents[None, :])**2, axis=2)
weight = dm[np.ix_(owner, owner)] * np.outer(coefs, coefs) \
    * (np.pi / psum)**1.5 * np.exp(-np.outer(exps, exps) / psum * d2)
middle = (exps[:, None, None] * cents[:, None]
          + exps[None, :, None] * cents[None, :]) / psum[:, :, None]
nuclei = mol.atom_coords()
charge = np.concatenate([-weight.ravel(), np.ones(3)])
center = np.vstack([middle.reshape(-1, 3), nuclei]) * BOHR
inv_exp = np.concatenate([1 / psum.ravel(), np.zeros(3)]) * BOHR**2

q_ion, p_ion, second_ion = moments(charge, center, inv_exp)
second_nuc = np.sum(nuclei**2) * BOHR**2
second_el = -np.einsum("ij,ji", mol.intor("int1e_r2"), dm) * BOHR**2
assert abs(q_ion - 1) < 1e-8
assert np.linalg.norm(p_ion) < 1e-5
assert abs(second_ion - second_nuc - second_el) < 1e-7

quartic_ion = quartic_moment(charge, center)
rows = []
for side in (8.0, 10.0, 12.0, 16.0, 20.0):
    full = energy_difference(charge, center, inv_exp, side)
    mad = -alpha * COULOMB * q_ion**2 / (2 * side)
    third = THIRD * (q_ion * second_ion - p_ion @ p_ion) / side**3
    fifth = COULOMB * c4 * quartic_ion / (2 * side**5)
    rows.append((side, full, mad, third, full - mad - third, fifth))
    assert abs(full - mad - third) < 0.1 * abs(third)
assert abs(rows[-1][4] / rows[-1][5] - 1) < 0.05
slope = -np.log(rows[-1][4] / rows[1][4]) / np.log(rows[-1][0] / rows[1][0])
assert abs(slope - 5) < 0.2

print(f"e^2/(4 pi eps0) = {COULOMB:.6f} eV angstrom")
print(f"e^2/(6 eps0) = {THIRD:.6f} eV angstrom")
print(f"Madelung constant alpha = {alpha:.9f}")
print(f"2 pi/3 = {2*np.pi/3:.6f}; kernel r^2 coefficients, cube of side 1:")
print("  [100] {:.6f}  [110] {:.6f}  [111] {:.6f}".format(*curvatures))
print(f"tetragonal 1x1x1.3: r^2 coefficient x {tetra_x:.5f}, z {tetra_z:.5f}")
print(f"  2x+z = {2*tetra_x+tetra_z:.5f}, 2 pi/V = {2*np.pi/1.3:.5f}")
print(f"c4 lattice sum = {c4:.5f}, from kernel = {c4_kernel:.5f}")
print(f"Gaussian charge q = 1 e, sigma = {sigma} angstrom, L = {side_g} angstrom")
print(f"  Q = {second_g:.3f} e angstrom^2")
print(f"  E_per-E_iso, direct sum = {gauss_sum:.8f} eV")
print(f"  Madelung term = {gauss_mad:.8f} eV")
print(f"  inverse-volume term = {gauss_third:.8f} eV")
print(f"  potential shift due to Q, direct sum = {shift_q:.8f} V")
print(f"Medium: eps_r = {eps_r}, kappa = {kappa} 1/angstrom, same Gaussian and L")
print(f"  beta = {beta:.6f} angstrom^2")
print(f"  E_per-E_iso, direct sum = {med_sum:.8f} eV")
print(f"  Madelung term = {med_mad:.8f} eV")
print(f"  Q term = {med_q:.8f} eV, dispersion term = {med_disp:.8f} eV")
print(f"Dipolar test density, L = {side_d} angstrom: q = {q_d:.1f} e")
print(f"  Q = {second_d:.4f} e angstrom^2, |p|^2 = {p_d@p_d:.4f} e^2 angstrom^2")
print(f"  energy beyond Madelung term = {dip_l3*1e3:.6f} meV")
print(f"  formula with |p|^2 = {dip_formula*1e3:.6f} meV,"
      f" without = {dip_no_p*1e3:.6f} meV")
print(f"  predicted L^-5 term = {dip_l5*1e3:.6f} meV")
print("H3+ RHF/6-31G, fixed isolated-ion density")
print(f"  optimized side = {best.x*BOHR:.4f} angstrom")
print(f"  Q nuclei = {second_nuc:.5f} e angstrom^2")
print(f"  Q electrons = {second_el:.5f} e angstrom^2")
print(f"  Q total = {second_ion:.5f} e angstrom^2, q = {q_ion:.6f} e")
print(f"  quartic double moment = {quartic_ion:.5f} e^2 angstrom^4")
print("  L/angstrom; then eV: E_per-E_iso, Madelung, inverse-volume")
for row in rows:
    print(f"  {row[0]:4.0f} {row[1]:.7f} {row[2]:.7f} {row[3]:.7f}")
print("  L/angstrom; then micro-eV: remainder, predicted L^-5 term")
for row in rows:
    print(f"  {row[0]:4.0f} {row[4]*1e6:.4f} {row[5]*1e6:.4f}")
print(f"  remainder decay exponent, L = 10 to 20 angstrom: {slope:.4f}")
print("all assertions hold")
```

Printed output:

```
e^2/(4 pi eps0) = 14.399645 eV angstrom
e^2/(6 eps0) = 30.158547 eV angstrom
Madelung constant alpha = 2.837297479
2 pi/3 = 2.094395; kernel r^2 coefficients, cube of side 1:
  [100] 2.095638  [110] 2.094084  [111] 2.093566
tetragonal 1x1x1.3: r^2 coefficient x 2.23598, z 0.36421
  2x+z = 4.83616, 2 pi/V = 4.83322
c4 lattice sum = 7.77056, from kernel = 7.76892
Gaussian charge q = 1 e, sigma = 1.0 angstrom, L = 12.0 angstrom
  Q = 3.000 e angstrom^2
  E_per-E_iso, direct sum = -1.64997799 eV
  Madelung term = -1.70233657 eV
  inverse-volume term = 0.05235859 eV
  potential shift due to Q, direct sum = 0.05235859 V
Medium: eps_r = 12.0, kappa = 2.0 1/angstrom, same Gaussian and L
  beta = 0.229167 angstrom^2
  E_per-E_iso, direct sum = -0.14949700 eV
  Madelung term = -0.14186138 eV
  Q term = 0.00436322 eV, dispersion term = -0.01199884 eV
Dipolar test density, L = 20.0 angstrom: q = 1.0 e
  Q = 0.0900 e angstrom^2, |p|^2 = 1.4100 e^2 angstrom^2
  energy beyond Madelung term = -4.979069 meV
  formula with |p|^2 = -4.976160 meV, without = 0.339284 meV
  predicted L^-5 term = -0.002912 meV
H3+ RHF/6-31G, fixed isolated-ion density
  optimized side = 0.8443 angstrom
  Q nuclei = 0.71284 e angstrom^2
  Q electrons = -1.22127 e angstrom^2
  Q total = -0.50843 e angstrom^2, q = 1.000000 e
  quartic double moment = 0.11706 e^2 angstrom^4
  L/angstrom; then eV: E_per-E_iso, Madelung, inverse-volume
     8 -2.5832538 -2.5535049 -0.0299484
    10 -2.0580721 -2.0428039 -0.0153336
    12 -1.7111839 -1.7023366 -0.0088736
    16 -1.2804897 -1.2767524 -0.0037436
    20 -1.0233166 -1.0214019 -0.0019167
  L/angstrom; then micro-eV: remainder, predicted L^-5 term
     8 199.4938 199.8706
    10 65.4128 65.4936
    12 26.2976 26.3204
    16 6.2429 6.2460
    20 2.0460 2.0467
  remainder decay exponent, L = 10 to 20 angstrom: 4.9987
all assertions hold
```
